\section*{Photodiode Amplifier Noise from One Adjoint Nodal Solve per Frequency}

\section{Definitions and conventions}

A small-signal quantity varies as $e^{j\omega t}$ with $\omega=2\pi f$, so a capacitor $C$ has admittance $j\omega C$. Node voltages $\mathbf v$ are measured from ground. Kirchhoff's current law reads
\begin{equation}
Y(\omega)\,\mathbf v=\mathbf J,\qquad Y=G+j\omega C ,
\label{eq:kcl}
\end{equation}
where $G$ and $C$ are real matrices and $J_n$ is the current injected into node $n$ from outside the network. SI units are used.

A noise source $k$ has amplitude $x_k$ and injects the currents $\mathbf b_k x_k$. Sources are stationary, and their one-sided spectral densities (defined for $f>0$) form the matrix
\begin{equation}
S_{kl}=\langle x_kx_l^*\rangle ,\qquad S_{lk}=S_{kl}^* .
\end{equation}
The bracket is an average per unit bandwidth. A current $I$ carried by independent charges $q$ has shot noise $2qI$. A resistor $R$ at temperature $T$ has thermal current noise $4kT/R$, valid for $hf\ll kT$. The network is assumed linear for the small noise amplitudes, and stable.

\section{A two-node amplifier by hand}

Node 1 is the amplifier input and node 2 its output. A photodiode of admittance $Y_s=j\omega C_d$ is connected from node 1 to ground. The feedback admittance $Y_f=1/R_f+j\omega C_f$ joins the nodes, and a load conductance $G_L$ goes from node 2 to ground. A transistor draws current $y_{11}v_1$ from node 1 and $y_{21}v_1$ from node 2; here $y_{11}=j\omega C_{gs}$ and $y_{21}=g_m$. With $Y_t=Y_s+y_{11}+Y_f$, the sum of currents leaving each node gives
\begin{equation}
Y=\begin{pmatrix}Y_t&-Y_f\\ y_{21}-Y_f&Y_f+G_L\end{pmatrix}.
\end{equation}
The transistor makes $Y$ nonsymmetric.

\subsection{The adjoint vector}

The output is $v_2=\mathbf c^{T}\mathbf v$ with $\mathbf c=(0,1)^T$. Consider the transposed system $Y^T\mathbf a=\mathbf c$:
\begin{align}
Y_ta_1+(y_{21}-Y_f)a_2&=0,\\
-Y_fa_1+(Y_f+G_L)a_2&=1 .
\end{align}
The first line gives $a_1=-(y_{21}-Y_f)a_2/Y_t$. Inserting this in the second and multiplying by $Y_t$ gives $a_2D=Y_t$, so that
\begin{equation}
a_1=-\frac{y_{21}-Y_f}{D},\qquad a_2=\frac{Y_t}{D},
\label{eq:a12}
\end{equation}
\begin{equation}
D=Y_t(Y_f+G_L)+Y_f(y_{21}-Y_f)=\det Y .
\end{equation}

Compare this with direct solves. For unit current into node 1, Cramer's rule applied to $Y\mathbf v=(1,0)^T$ gives $v_2=-(y_{21}-Y_f)/D=a_1$. For unit current into node 2 it gives $v_2=Y_t/D=a_2$. Thus $a_n$ is the output voltage per unit current injected into node $n$. One transposed solve has supplied both transfers.

Diode shot noise has $\mathbf b=(1,0)^T$ and transfer $a_1$. Thermal noise of $R_f$ takes current from one node and puts it into the other, so $\mathbf b=(1,-1)^T$ and its transfer is $a_1-a_2$.

\subsection{Correlated transistor sources}

Let the transistor have uncorrelated noise currents $I_g$, drawn from node 1, and $I_d$, drawn from node 2, with densities $S_g$ and $S_d$. Amplifier noise can be specified instead by a voltage $e$ in series with the input and a current $i$ drawn from the input node. The transistor then senses $v_1+e$, and its terminal currents are
\begin{equation}
i_1=y_{11}(v_1+e)+i,\qquad i_2=y_{21}(v_1+e).
\end{equation}
Both descriptions must give the same currents for every $v_1$. Hence $y_{21}e=I_d$ and $y_{11}e+i=I_g$, or
\begin{equation}
e=\frac{I_d}{y_{21}},\qquad i=I_g-\frac{y_{11}}{y_{21}}I_d .
\label{eq:ei}
\end{equation}
Since $I_d$ appears in both, $e$ and $i$ are correlated:
\begin{align}
S_{ee}&=\frac{S_d}{|y_{21}|^2},\qquad
S_{ii}=S_g+\left|\frac{y_{11}}{y_{21}}\right|^2S_d,\\
S_{ie}&=\langle ie^*\rangle=-\frac{y_{11}}{|y_{21}|^2}S_d .
\label{eq:sie}
\end{align}

The series voltage needs no extra node. It makes the transistor draw the additional currents $y_{11}e$ and $y_{21}e$. Drawn currents are negative injections, so
\begin{equation}
\mathbf b_e=-(y_{11},y_{21})^T,\qquad \mathbf b_i=-(1,0)^T .
\label{eq:be}
\end{equation}
The transfers are $H_e=-y_{11}a_1-y_{21}a_2$ and $H_i=-a_1$. The part of the output proportional to $I_d$ is
\begin{equation}
\frac{H_e}{y_{21}}-\frac{y_{11}}{y_{21}}H_i
=-\frac{y_{11}}{y_{21}}a_1-a_2+\frac{y_{11}}{y_{21}}a_1=-a_2 ,
\end{equation}
which is the direct transfer of a current drawn from node 2. The cancellation of the $a_1$ terms is lost if $e$ and $i$ are treated as independent.

\section{The general method}

For any number of nodes, the output due to all sources is
\begin{equation}
v_{\rm out}=\mathbf c^TY^{-1}\sum_k\mathbf b_kx_k .
\end{equation}
Define $\mathbf a$ by $Y^T\mathbf a=\mathbf c$. Transposing gives $\mathbf a^TY=\mathbf c^T$, hence $\mathbf a^T=\mathbf c^TY^{-1}$, and
\begin{equation}
v_{\rm out}=\sum_kH_kx_k,\qquad H_k=\mathbf a^T\mathbf b_k .
\end{equation}
Multiplying by the complex conjugate and averaging gives
\begin{equation}
\boxed{S_{\rm out}=\sum_{kl}H_kS_{kl}H_l^* }.
\label{eq:main}
\end{equation}
This is the mean square of a sum, so it cannot be negative. For independent sources it reduces to $\sum_k|H_k|^2S_{kk}$.

At each frequency the algorithm is:
\begin{enumerate}
\item assemble $Y$ and solve $Y^T\mathbf a=\mathbf c$;
\item form $H_k=\mathbf a^T\mathbf b_k$ for every source;
\item evaluate equation (\ref{eq:main}) with the full matrix $S$.
\end{enumerate}

The transpose is not conjugated. If a solver offers the conjugate transpose instead, it returns $\mathbf a^*$, because $\mathbf c$ is real; the transfer must then be formed with $(\mathbf a^*)^\dagger\mathbf b_k$.

With $K$ sources, the direct route solves $Y\mathbf v_k=\mathbf b_k$ for $K$ right-hand sides. These can share one matrix factorization, so the adjoint route saves right-hand sides, not $K-1$ factorizations. It needs one right-hand side per output, whereas the direct solutions give all node voltages. The advantage therefore belongs to problems with fewer outputs than linearly independent injection vectors $\mathbf b_k$. There are never more of these than nodes, however many sources there are.

Equation (\ref{eq:main}) fails when a large signal modulates the gain or the source strengths, since different frequencies then mix. It also has no meaning as a stationary spectrum for an unstable circuit, although the algebra may still return a finite number.

\section{A CdTe photodiode amplifier}

The example is a CdTe Schottky photodiode in the dark, read by a field-effect transistor (FET) and a second gain stage. All parameters are rough typical values. The diode has area $16~\mathrm{mm^2}$, thickness $d=0.5$ mm and relative permittivity 10, so its parallel-plate capacitance is $C_d=2.83$ pF. It carries 1 nA at 500 V and 293 K.

The nodes are diode junction (1), amplifier input (2), drain (3), gain node (4) and output (5). With $y_3=1/R_D+j\omega(C_D+C_{gd})$, the current equations are
\begin{align}
J_1&=(j\omega C_d+1/R_s)v_1-v_2/R_s,\nonumber\\
J_2&=-v_1/R_s+[1/R_s+j\omega(C_p+C_{gs}+C_{gd})+Y_f]v_2\nonumber\\
&\quad-j\omega C_{gd}v_3-Y_fv_5,\nonumber\\
J_3&=(g_m-j\omega C_{gd})v_2+y_3v_3,\\
J_4&=-g_{m2}v_3+(1/R_2+j\omega C_2)v_4,\nonumber\\
J_5&=-Y_fv_2-v_4/R_o+(1/R_o+j\omega C_L+Y_f)v_5.\nonumber
\end{align}
The values are $R_s=100~\Omega$, stray capacitance $C_p=3$ pF, $C_{gs}=4$ pF, $C_{gd}=1$ pF, $g_m=5$ mS, $R_D=1~\mathrm{k\Omega}$, $C_D=2$ pF, $g_{m2}=1$ mS, $R_2=1~\mathrm{M\Omega}$, $C_2=1.6$ pF, $R_o=50~\Omega$, $C_L=10$ pF, $R_f=10~\mathrm{M\Omega}$ and $C_f=0.1$ pF.

The gate--drain capacitance changes the transistor parameters to $y_{11}=j\omega(C_{gs}+C_{gd})$ and $y_{21}=g_m-j\omega C_{gd}$. Equations (\ref{eq:ei})--(\ref{eq:be}) keep their form, with the entries of $\mathbf b_e$ now at nodes 2 and 3, because the terms in the drain voltage are common to both descriptions. The FET has $S_d=4kT(2/3)g_m$ and gate leakage 10 pA. The second stage has input noise $e_2=3~\mathrm{nV/\sqrt{Hz}}$, which injects $g_{m2}e_2$ into node 4. Every resistor named above has thermal noise.

The natural modes are the eigenvalues of $-C^{-1}G$. Computed numerically, all have negative real parts; the slowest decays at $1.02\times10^6~\mathrm{s^{-1}}$, close to $1/(R_fC_f)=10^6~\mathrm{s^{-1}}$.

\subsection{How drain noise refers to the input}

The first two rows of $Y^T\mathbf a=\mathbf c$ show how the capacitance acts. Row 1 gives $a_1=a_2/(1+j\omega R_sC_d)$. Substitution in row 2 gives
\begin{equation}
Y_ta_2+y_{21}a_3-Y_fa_5=0,
\end{equation}
\begin{equation}
Y_t=Y_f+j\omega(C_p+C_{gs}+C_{gd})+\frac{j\omega C_d}{1+j\omega R_sC_d}.
\end{equation}
At 1 MHz the computed transimpedance is $|a_1|=1.53~\mathrm{M\Omega}$, and $|a_2|$ is nearly the same. Row 5 gives $|a_5|\le R_o(1+|Y_fa_2|)$, about $100~\Omega$. The last term is then less than $10^{-6}$ of the first, and
\begin{equation}
\frac{a_3}{a_2}\simeq-\frac{Y_t}{y_{21}} .
\label{eq:ratio}
\end{equation}
Drain noise acts like an input current $|Y_t|e$. This ratio does not require a large loop gain, which is only about 3 at 1 MHz. It requires $|Y_fa_5|\ll|Y_ta_2|$, and it fails if the forward gain is removed altogether. When $\omega C_t\gg1/R_f$ and $\omega R_sC_d\ll1$, the equivalent current density grows as $\omega^2$, with
\begin{equation}
C_t=2.83+3+4+1+0.1=10.93~\mathrm{pF}.
\end{equation}

\subsection{Reading the spectrum}

Dividing $\sqrt{S_{\rm out}}$ by $|a_1|$ gives the equivalent diode current noise $i_{\rm eq}$. The last four columns are percentages of $S_{\rm out}$.

\begin{center}
\begin{tabular}{rrrrrrr}
$f$ & $\sqrt{S_{\rm out}}$ & $i_{\rm eq}$ & dark & $R_f$ & FET & other\\
kHz & $\mathrm{nV/\sqrt{Hz}}$ & $\mathrm{fA/\sqrt{Hz}}$ & & & &\\
\hline
10 & 440 & 44.1 & 16.5 & 83.3 & 0.2 & 0.0\\
100 & 391 & 46.0 & 15.1 & 76.5 & 5.0 & 3.4\\
1000 & 213 & 139 & 1.7 & 8.4 & 52.8 & 37.2
\end{tabular}
\end{center}

At 10 kHz, dark current contributes $\sqrt{2qI}=17.9~\mathrm{fA/\sqrt{Hz}}$ and the feedback resistor $\sqrt{4kT/R_f}=40.2~\mathrm{fA/\sqrt{Hz}}$. Their quadrature sum is $44.0~\mathrm{fA/\sqrt{Hz}}$, nearly the full result. The two are equal at $I=2kT/(qR_f)=5.05$ nA. Below that current, with $R_f$ and $T$ fixed, resistor noise exceeds dark-current noise.

At 1 MHz, $e=1.47~\mathrm{nV/\sqrt{Hz}}$ and $\omega C_t=6.87\times10^{-5}$ S. Their product is $101~\mathrm{fA/\sqrt{Hz}}$, and $(101/139)^2=0.53$ is the FET share in the table. Output noise nevertheless falls with frequency, since the transimpedance falls faster than the input noise rises between the tabulated points.

If the loop gain is taken to infinity, $|a_1|$ tends to $1/|Y_f|$. At 1 MHz this is $1.572~\mathrm{M\Omega}$, against the actual $1.531~\mathrm{M\Omega}$. The corresponding output density is 5.4\% too high, as expected from $(1.572/1.531)^2$.

\subsection{Comparison with direct solves}

There are seven sources outside the transistor and two in the correlated pair. Solving source by source takes nine right-hand sides, against one for the adjoint route. Because the circuit has five nodes, five direct solves with unit node currents would also be enough to construct all nine transfers. At 100 Hz, 10 kHz, 100 kHz, 1 MHz, 10 MHz and 100 MHz, the largest relative difference between an adjoint transfer and its direct solve is $4\times10^{-10}$. Rounding in the $R_s$ transfer sets this size; the other transfers agree to about $10^{-15}$. Here $a_1-a_2=-j\omega R_sC_da_1$ is a difference of nearly equal numbers, with a magnitude about $2\times10^{-7}$ of either at 100 Hz.

A second comparison abandons $e$ and $i$ and solves directly for the uncorrelated $I_g$ and $I_d$. The total densities then agree to about $10^{-15}$ relative to the direct result. This also compares the correlation matrix with its physical origin.

The signs can be read from capacitances. Let $C_{11}=C_{gs}+C_{gd}=5$ pF. Equation (\ref{eq:ratio}) gives $H_e\simeq(Y_t-y_{11})a_2$ and $H_i=-a_2$. With correlation, the two contributions from $I_d$ add to an amplitude proportional to $C_t$. Without it, their squares add:
\begin{equation}
\frac{(C_t-C_{11})^2+C_{11}^2}{C_t^2}
=\frac{5.93^2+5^2}{10.93^2}=0.504 .
\end{equation}
The computed FET density at 1 MHz likewise falls to 0.504 of its correct value. Replacing $S_{ie}$ by its conjugate reverses its sign, since it is purely imaginary. The amplitude becomes proportional to $C_t-2C_{11}$, and the computed ratio is 0.008. That near-cancellation belongs to these capacitances.

Omitting the transpose gives the voltage at the diode due to current injected at the output. At 1 MHz its magnitude is $6\times10^{-8}$ of the required transimpedance.

\section{Total output noise}

The variance is $\int_0^\infty S_{\rm out}\,df$. A useful limit keeps the feedback resistor alone and assumes infinite loop gain:
\begin{equation}
\int_0^\infty\frac{4kTR_f\,df}{1+(2\pi fR_fC_f)^2}
=\frac{4kTR_f}{4R_fC_f}=\frac{kT}{C_f}.
\end{equation}
This is $(201~\mathrm{\mu V})^2$. For the complete circuit, a trapezoidal integral in $\ln f$ with 3001 points from $10^{-2}$ to $10^{14}$ Hz gives $510~\mathrm{\mu V}$ rms. The wide range captures the tails of the lumped model; it does not imply that the model describes a device at $10^{14}$ Hz.

There is also a route without frequency. Write $\dot{\mathbf v}=A\mathbf v+B\mathbf x$, with $A=-C^{-1}G$ and the columns of $B$ equal to $C^{-1}\mathbf b_k$. Use the physical white sources, including $I_g$ and $I_d$, with diagonal density matrix $S_w$. A one-sided density $S_w$ corresponds to the autocorrelation $(S_w/2)\delta(t)$. In a short time $dt$ the covariance $P=\langle\mathbf v\mathbf v^T\rangle$ therefore changes by
\begin{equation}
dP=\left(AP+PA^T+\tfrac12BS_wB^T\right)dt .
\end{equation}
Setting the bracket to zero gives a linear equation for the stationary $P$. Its numerical solution has $\sqrt{P_{55}}=510~\mathrm{\mu V}$, in agreement with the integral.

The FET supplies 48\% of the variance, the second stage 17\%, $R_f$ 15\%, $R_D$ 14\% and dark current 3\%. Although the signal bandwidth is 162 kHz, amplifier noise extends well beyond it. A later filter could remove part of that noise. Dropping the correlation would give $446~\mathrm{\mu V}$, an underestimate of 13\% in rms voltage.

\section{Relation to real devices}

The diode parameters are in the range of thick CdTe Schottky detectors, but dark current varies strongly with contacts and temperature. A larger feedback resistor would add less thermal current noise, but with the same $C_f$ it would reduce the signal bandwidth. The mean field is 10 kV/cm, well below the rough hundreds of kV/cm associated with avalanche breakdown, though contact edges can have higher fields.

Real circuits break the assumption of lossless capacitance. A loss tangent of 0.01 in the 3 pF stray capacitance adds the current density $4kT\omega C_p\times0.01$ and raises $S_{\rm out}$ at 1 MHz by 16\%. Channel noise also couples capacitively to the gate. With density $4kT(4/3)(\omega C_{gs})^2/(5g_m)$ and correlation coefficient $+0.395j$ with $I_d$, taken as rough long-channel inputs, the change is $-7\%$. The sign is that of $\langle I_gI_d^*\rangle$ in the long-channel model in saturation, for currents drawn into gate and drain and the $e^{j\omega t}$ convention. The correlated part of the gate current then opposes the referred drain noise $(Y_t/y_{21})I_d$. Taking the opposite sign by mistake would give $+12\%$. Both estimates reuse the same $\mathbf a$. For the dielectric loss this neglects the small conductance that the loss adds to $Y$.

The size of other effects depends on the frequency considered. Adding $1/f$ noise to $I_d$ and the dark current, each equal to its white noise at 1 kHz, raises the variance by only 0.2\% when integrated from 1 Hz, but it raises the output density by 16.5\% at 1 kHz and by more at lower frequencies. The small effect on the variance belongs to this low corner: with the $I_d$ corner at 100 kHz or 1 MHz, as can occur in MOSFETs, the variance rises by 3\% or 31\%. For hole mobility $\mu=80~\mathrm{cm^2/(V\,s)}$, transit across the diode takes $t=d^2/(\mu V)=62.5$ ns. If each charge crosses the full thickness at constant speed, its rectangular current pulse multiplies shot noise by $[\sin(\omega t/2)/(\omega t/2)]^2=0.987$ at 1 MHz. Temperature also matters: with an assumed activation energy of 0.75 eV, warming by 10 K multiplies dark current by 2.7. With all else fixed, this raises the output density at 10 kHz by 27\%; including the rise of the thermal noise with $T$ makes it 30\%.
